# Finding a sputter threshold from two yields with a square-root law: a numerical check

```python
"""
Result under test: if the sputter yield obeys Y(E) = A*(sqrt(E) - sqrt(Eth))
above threshold, then yields Y1 = 0.05 at E1 = 49 eV and Y2 = 0.10 at
E2 = 100 eV give Eth = 16 eV.

Symbols: E ion energy (eV); Y atoms removed per ion; A slope (eV^-1/2);
Eth fitted threshold (eV); s = sqrt(Eth); r = Y2/Y1.
Closed formula: s = (r*sqrt(E1) - sqrt(E2))/(r - 1), valid only for s >= 0.
The program also sizes yield errors, the choice of fitting law, the plasma
potential and the rf spread of ion energy.
"""
import numpy as np
from scipy.integrate import quad
from scipy.optimize import brentq, fsolve, nnls
from scipy.stats import norm


def root_threshold(E1, E2, Y1, Y2):
    """Closed formula for s = sqrt(Eth); a negative value means no threshold."""
    r = Y2 / Y1
    return (r * np.sqrt(E1) - np.sqrt(E2)) / (r - 1)


def numerical_fit(E1, E2, Y1, Y2):
    """Solve the two defining equations numerically; returns A and Eth."""
    energies = np.array([E1, E2])
    yields = np.array([Y1, Y2])

    def residual(p):
        return (p[0] * (np.sqrt(energies) - p[1]) - yields) / Y1

    solution = fsolve(residual, [Y2 / np.sqrt(E2), 1.0], xtol=1e-12)
    assert np.max(np.abs(residual(solution))) < 1e-8
    return solution[0], solution[1] ** 2


E1, E2, Y1, Y2 = 49.0, 100.0, 0.05, 0.10
x1, x2, r = np.sqrt(E1), np.sqrt(E2), Y2 / Y1

# Main result: closed formula against numerical solution of the equations
s = root_threshold(E1, E2, Y1, Y2)
Eth = s**2
A = (Y2 - Y1) / (x2 - x1)
A_num, Eth_num = numerical_fit(E1, E2, Y1, Y2)
assert s > 0
assert abs(Eth_num - Eth) < 1e-6 and abs(A_num - A) < 1e-8
assert abs(Eth_num - 16.0) < 1e-6

# Recover known parameters from synthetic yields
rng = np.random.default_rng(7)
for _ in range(30):
    A_true, Eth_true = rng.uniform(0.005, 0.05), rng.uniform(5, 40)
    Ea, Eb = rng.uniform(45, 60), rng.uniform(90, 200)
    Ya = A_true * (np.sqrt(Ea) - np.sqrt(Eth_true))
    Yb = A_true * (np.sqrt(Eb) - np.sqrt(Eth_true))
    assert abs(root_threshold(Ea, Eb, Ya, Yb)**2 - Eth_true) < 1e-8

# A threshold exists only if r >= x2/x1: least squares with A >= 0, A*s >= 0
ratio_min = x2 / x1
design = np.array([[x1, -1.0], [x2, -1.0]])
misfit_below = nnls(design, np.array([Y1, 1.40 * Y1]))[1]
misfit_above = nnls(design, np.array([Y1, 1.45 * Y1]))[1]
assert 1.40 < ratio_min < 1.45
assert misfit_below > 1e-4 and misfit_above < 1e-10

# Common calibration error cancels; ratio error is amplified
A_scaled, Eth_scaled = numerical_fit(E1, E2, 1.3 * Y1, 1.3 * Y2)
assert abs(Eth_scaled - Eth) < 1e-6 and abs(A_scaled / A - 1.3) < 1e-6
sensitivity = 2 * s * r * (x2 - x1) / (r - 1)**2
h = 1e-3
Eth_plus = numerical_fit(E1, E2, Y1, Y2 * np.exp(h))[1]
Eth_minus = numerical_fit(E1, E2, Y1, Y2 * np.exp(-h))[1]
assert abs((Eth_plus - Eth_minus) / (2 * h) - sensitivity) < 0.01

# Independent Gaussian errors of the two yields
relative_error = 0.10
linear_error = sensitivity * relative_error * np.sqrt(2)
n_samples = 400000
Y1_noisy = Y1 * (1 + relative_error * rng.standard_normal(n_samples))
Y2_noisy = Y2 * (1 + relative_error * rng.standard_normal(n_samples))
s_noisy = root_threshold(E1, E2, Y1_noisy, Y2_noisy)
s_low, s_high = np.percentile(s_noisy, [16, 84])
assert s_low > 0
fraction_none = np.mean(s_noisy < 0)
spread = relative_error * np.hypot(x1 * Y2, x2 * Y1)
probability_none = norm.cdf(-(x1 * Y2 - x2 * Y1) / spread)
assert abs(fraction_none - probability_none) < 1e-3

# Two other laws through the same two points
B, offset = np.polyfit([E1, E2], [Y1, Y2], 1)
E0_linear = -offset / B
assert E0_linear < 0
s_sat = (r - 1) / (r / x1 - 1 / x2)
E0_sat = s_sat**2
E0_sat_num = brentq(
    lambda e: (1 - np.sqrt(e / E2)) / (1 - np.sqrt(e / E1)) - r, 1.0, 45.0)
assert abs(E0_sat - E0_sat_num) < 1e-7
C = Y2 / (1 - np.sqrt(E0_sat / E2))

# Third measurement that separates the laws, and sputter loss per cycle
E3 = 25.0
Y3_root = A * max(np.sqrt(E3) - s, 0.0)
Y3_linear = B * (E3 - E0_linear)
Y3_sat = C * max(1 - np.sqrt(E0_sat / E3), 0.0)
assert Y3_linear > Y3_root > Y3_sat
fluence, surface_density = 1e16, 1e15
ions_per_atom = fluence / surface_density

# Quoted energies taken as bias only: add the plasma potential to both
plasma_potential = 15.0
Eth_shifted = root_threshold(E1 + plasma_potential, E2 + plasma_potential,
                             Y1, Y2)**2
Eth_shifted_num = numerical_fit(E1 + plasma_potential,
                                E2 + plasma_potential, Y1, Y2)[1]
assert abs(Eth_shifted - Eth_shifted_num) < 1e-6

# rf sheath: ion energy = mean + (width/2)*cos(phase), phase uniform
width = 20.0
phase = (np.arange(20000) + 0.5) * np.pi / 20000


def mean_root_excess(mean_energy, s_value):
    energy = mean_energy + 0.5 * width * np.cos(phase)
    return np.mean(np.maximum(np.sqrt(energy) - s_value, 0.0))


s_rf = brentq(lambda q: mean_root_excess(E2, q)
              - r * mean_root_excess(E1, q), 1.0, 6.0)
Eth_rf = s_rf**2
delta_s = -(width**2 / 64) * (r / x1**3 - 1 / x2**3) / (r - 1)
shift_formula = 2 * s * delta_s
assert abs((Eth_rf - Eth) - shift_formula) < 0.01

# Mean yield when the mean energy sits exactly at the threshold
yield_at_threshold = A * mean_root_excess(Eth, s)
half = width / 2
integral = quad(lambda e: (np.sqrt(e) - s) / (np.pi * np.sqrt(e - Eth + half)),
                Eth, Eth + half, weight='alg', wvar=(0, -0.5))[0]
assert abs(yield_at_threshold - A * integral) < 1e-6
assert yield_at_threshold > 0

print(f"Energies E1, E2: {E1:.0f}, {E2:.0f} eV")
print(f"Yields Y1, Y2: {Y1:.2f}, {Y2:.2f} atoms/ion")
print(f"Square roots of E1, E2: {x1:.0f}, {x2:.0f} eV^(1/2)")
print(f"Yield ratio r: {r:.2f}")
print(f"Slope A: {A:.5f} eV^(-1/2)")
print(f"Root of threshold s: {s:.3f} eV^(1/2)")
print(f"Threshold, closed formula: {Eth:.3f} eV")
print(f"Threshold, numerical solution: {Eth_num:.3f} eV")
print(f"Smallest ratio r allowing a threshold: {ratio_min:.4f}")
print(f"Threshold with both yields times 1.3: {Eth_scaled:.3f} eV")
print(f"Sensitivity dEth/d(ln r): {sensitivity:.2f} eV")
print(f"Assumed error of each yield: {100*relative_error:.0f} %")
print(f"First-order error of threshold: {linear_error:.1f} eV")
print(f"Sampled 16-84 % interval: {s_low**2:.1f} to {s_high**2:.1f} eV")
print(f"Chance of no threshold, sampled: {100*fraction_none:.2f} %")
print(f"Chance of no threshold, normal law: {100*probability_none:.2f} %")
print(f"Linear law, slope B: {B:.6f} eV^(-1)")
print(f"Linear law, intercept E0: {E0_linear:.2f} eV")
print(f"Saturating law, prefactor C: {C:.4f} atoms/ion")
print(f"Saturating law, threshold E0: {E0_sat:.2f} eV")
print(f"Energy of third measurement: {E3:.0f} eV")
print(f"Yield there, square-root law: {Y3_root:.4f} atoms/ion")
print(f"Yield there, linear law: {Y3_linear:.4f} atoms/ion")
print(f"Yield there, saturating law: {Y3_sat:.4f} atoms/ion")
print(f"Ion fluence per cycle: {fluence:.1e} cm^-2")
print(f"Surface density: {surface_density:.1e} atoms/cm^2")
print(f"Ions per surface atom: {ions_per_atom:.1f}")
print(f"Loss per cycle, square-root law: {ions_per_atom*Y3_root:.3f} monolayer")
print(f"Loss per cycle, linear law: {ions_per_atom*Y3_linear:.3f} monolayer")
print(f"Loss per cycle, saturating law: {ions_per_atom*Y3_sat:.3f} monolayer")
print(f"Plasma potential: {plasma_potential:.0f} V")
print(f"Threshold ion energy with it added: {Eth_shifted:.2f} eV")
print(f"Bias at that threshold: {Eth_shifted-plasma_potential:.2f} V")
print(f"Full rf energy width W: {width:.0f} eV")
print(f"Threshold fitted with rf spread: {Eth_rf:.2f} eV")
print(f"Shift by rf spread, direct: {Eth_rf-Eth:.3f} eV")
print(f"Shift by rf spread, formula: {shift_formula:.3f} eV")
print(f"Mean yield at mean energy Eth: {yield_at_threshold:.4f} atoms/ion")
print(f"Loss per cycle there: {ions_per_atom*yield_at_threshold:.3f} monolayer")
print("no test failed")
```

Output:

```
Energies E1, E2: 49, 100 eV
Yields Y1, Y2: 0.05, 0.10 atoms/ion
Square roots of E1, E2: 7, 10 eV^(1/2)
Yield ratio r: 2.00
Slope A: 0.01667 eV^(-1/2)
Root of threshold s: 4.000 eV^(1/2)
Threshold, closed formula: 16.000 eV
Threshold, numerical solution: 16.000 eV
Smallest ratio r allowing a threshold: 1.4286
Threshold with both yields times 1.3: 16.000 eV
Sensitivity dEth/d(ln r): 48.00 eV
Assumed error of each yield: 10 %
First-order error of threshold: 6.8 eV
Sampled 16-84 % interval: 8.6 to 22.1 eV
Chance of no threshold, sampled: 0.99 %
Chance of no threshold, normal law: 1.00 %
Linear law, slope B: 0.000980 eV^(-1)
Linear law, intercept E0: -2.00 eV
Saturating law, prefactor C: 0.2167 atoms/ion
Saturating law, threshold E0: 28.99 eV
Energy of third measurement: 25 eV
Yield there, square-root law: 0.0167 atoms/ion
Yield there, linear law: 0.0265 atoms/ion
Yield there, saturating law: 0.0000 atoms/ion
Ion fluence per cycle: 1.0e+16 cm^-2
Surface density: 1.0e+15 atoms/cm^2
Ions per surface atom: 10.0
Loss per cycle, square-root law: 0.167 monolayer
Loss per cycle, linear law: 0.265 monolayer
Loss per cycle, saturating law: 0.000 monolayer
Plasma potential: 15 V
Threshold ion energy with it added: 27.84 eV
Bias at that threshold: 12.84 V
Full rf energy width W: 20 eV
Threshold fitted with rf spread: 15.76 eV
Shift by rf spread, direct: -0.243 eV
Shift by rf spread, formula: -0.242 eV
Mean yield at mean energy Eth: 0.0060 atoms/ion
Loss per cycle there: 0.060 monolayer
no test failed
```
